\section*{Roughness and grading in specular X-ray reflectivity}

\section{What the specular beam measures}

\textbf{Q.} My specular scan of an oxide film on silicon fits well if the buried interface has a Gaussian width of 5~\AA. Is that interface jagged, or have the two materials mixed? Before we argue about fits, what does the specular beam measure?

\textbf{A.} Start from the wave equation. I use atomic units in the algebra, and \AA{} and eV for numbers. Well above its binding energies an electron responds to the field as if free. With time dependence $e^{-i\omega t}$ and charge $-1$, its equation of motion is $-\omega^2x=-E$, so $x=E/\omega^2$. For electron density $n$ the polarization is $P=-nx=-nE/\omega^2$, and the dielectric function is $1+4\pi P/E=1-4\pi n/\omega^2$. Multiplying by $\omega^2/c^2=k_0^2$ gives
\begin{equation}
(\nabla^2+k_0^2)\psi=4\pi r_e\,n(\mathbf r)\,\psi,\qquad r_e=\frac1{c^2}.
\label{wave}
\end{equation}
Here $r_e$ is the classical electron radius. The scalar form is sufficient for first-order specular scattering with the field perpendicular to the plane of incidence, because the field direction is then unchanged.

Let $z$ increase into the sample and $\mathbf R$ be the lateral position. The incident wave is $\psi_0=e^{i\mathbf K\cdot\mathbf R+ikz}$, with $K^2+k^2=k_0^2$. At grazing angle $\theta$, $k=k_0\sin\theta$, and specular reflection transfers $q=2k$ along the normal.

In the Born approximation $\psi$ on the right of (\ref{wave}) is replaced by $\psi_0$. Specular means that the outgoing wave keeps the lateral wavevector $\mathbf K$. So multiply the equation for the scattered wave $\psi_1$ by $e^{-i\mathbf K\cdot\mathbf R}$ and average over the coherently illuminated area $A$. With periodic lateral boundaries, two integrations by parts turn the lateral Laplacian into $-K^2$:
\begin{equation}
\left(\frac{d^2}{dz^2}+k^2\right)u(z)=4\pi r_e\,\bar n(z)e^{ikz},
\quad \bar n(z)=\frac1A\int_A n\,d^2R ,
\label{projected}
\end{equation}
where $u$ is the averaged $e^{-i\mathbf K\cdot\mathbf R}\psi_1$. To this order the specular beam depends on the sample through $\bar n(z)$ alone. How the atoms are arranged sideways at a given depth has dropped out.

\textbf{Q.} How does $\bar n$ become a reflected amplitude?

\textbf{A.} The outgoing Green function of (\ref{projected}) is $e^{ik|z-z'|}/(2ik)$: its slope jumps by $[ik-(-ik)]/(2ik)=1$ at $z=z'$. Above the sample $|z-z'|=z'-z$, so $u=r\,e^{-ikz}$ with
\begin{equation}
r=\frac{4\pi r_e}{2ik}\int\bar n(z)e^{2ikz}dz
=\frac{4\pi r_e}{iq}\int\bar n(z)e^{iqz}dz .
\end{equation}
The substrate never ends, so I damp the integrand by $e^{-\eta z}$, as weak absorption would, and let $\eta\to0$ afterwards. Integration by parts has no boundary term, since $\bar n=0$ in vacuum and the damping removes the deep end:
\begin{equation}
\int\bar n\,e^{(iq-\eta)z}dz=-\frac1{iq-\eta}\int\bar n'(z)e^{(iq-\eta)z}dz .
\end{equation}
Since $-1/(iq)^2=1/q^2$,
\begin{equation}
r(q)=\frac{4\pi r_e}{q^2}\int\bar n'(z)\,e^{iqz}dz .
\label{master}
\end{equation}
A sharp step $\Delta n$ at $z=0$ gives $r=4\pi r_e\Delta n/q^2$. Any width enters through the Fourier transform of the averaged slope.

\section{Two interfaces, one average}

\textbf{Q.} Take the jagged interface first. The materials do not mix, but the boundary height varies.

\textbf{A.} Let the boundary lie at $z=h(\mathbf R)$, with density $n_1$ above and $n_1+\Delta n$ below. Then $n=n_1+\Delta n\,\Theta(z-h)$. If the coherent area holds many lateral correlation lengths, the area average equals the average over the height distribution $p(h)$:
\begin{equation}
\bar n(z)=n_1+\Delta n\int_{-\infty}^{z}p(h)\,dh,
\qquad \bar n'(z)=\Delta n\,p(z).
\label{rough}
\end{equation}
For Gaussian heights of standard deviation $\sigma$ and zero mean, complete the square:
\begin{equation}
-\frac{z^2}{2\sigma^2}+iqz
=-\frac{(z-iq\sigma^2)^2}{2\sigma^2}-\frac{q^2\sigma^2}{2}.
\end{equation}
The integrand has no poles and vanishes at the far ends, so the contour can be shifted by $iq\sigma^2$. What remains is a normalized Gaussian integral, and
\begin{equation}
\frac{r}{r_{\rm sharp}}=e^{-q^2\sigma^2/2},\qquad
\frac{R}{R_{\rm sharp}}=e^{-q^2\sigma^2},\qquad R=|r|^2.
\label{factor}
\end{equation}
Patches at different heights reflect with phases $e^{iqh}$, and their coherent sum is reduced.

\textbf{Q.} And the mixed interface, perfectly flat sideways?

\textbf{A.} Suppose the density is linear in the fraction $x$ of the lower material, $n=(1-x)n_1+x(n_1+\Delta n)=n_1+x\,\Delta n$, and that the composition follows the cumulative Gaussian
\begin{equation}
x(z)=\int_{-\infty}^{z}\frac{e^{-t^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,dt .
\end{equation}
There is nothing to average, so $\bar n=n$, and this is the same function as in (\ref{rough}). Equation (\ref{master}) therefore gives the same complex amplitude. Now the cancellation is between depths rather than between lateral patches. Measuring the specular phase as well as the intensity would not separate the cases at this order.

\textbf{Q.} Real interfaces may do both.

\textbf{A.} Let a local grade of width $g$ ride rigidly on a boundary of rms roughness $s$. Its slope is $\Delta n\,p_g(z-h)$, and averaging over heights gives the convolution $\int p_s(h)p_g(z-h)\,dh$. With $z=h+y$, its Fourier integral separates:
\begin{equation}
\int p_s(h)e^{iqh}dh\int p_g(y)e^{iqy}dy
=e^{-q^2s^2/2}\,e^{-q^2g^2/2}.
\end{equation}
So (\ref{factor}) holds with $\sigma^2=s^2+g^2$. Your 5~\AA{} (0.50~nm) could be pure roughness, pure grading, or 4~\AA{} of roughness with 3~\AA{} of grading, since $16+9=25$.

At $q=0.3~\text{\AA}^{-1}$, $q\sigma=1.5$, so the amplitude factor is $e^{-1.125}=0.3247$ and the intensity factor $e^{-2.25}=0.1054$. As a numerical test I averaged 1500 random lines, each 20\,480~\AA{} long and sampled every 10~\AA, with rms height 5~\AA{} and correlation length 100~\AA. The averaged density differed from the cumulative Gaussian by at most 0.0007 of the step, and the transform of its slope, relative to a sharp step, was 0.3244.

\textbf{Q.} Is the Gaussian shape essential to the ambiguity?

\textbf{A.} It is essential to the exponential, but not to the ambiguity. Take a linear grade of total width $W$. Its variance is $W^2/12$, so equal variance requires $W=\sqrt{12}\,\sigma=17.32$~\AA. Its factor is
\begin{equation}
\frac1W\int_{-W/2}^{W/2}e^{iqz}dz=\frac{\sin X}{X},\qquad
X=\frac{qW}{2}=\sqrt3\,q\sigma .
\end{equation}
For small $q$ this is $1-X^2/6=1-q^2\sigma^2/2$, the same as the Gaussian through order $q^2$. At $q=0.3~\text{\AA}^{-1}$ it is 0.1990, against 0.3247. Specular data of sufficient range can therefore separate these two profile shapes. But a sharp boundary with heights spread uniformly over $W$ has the same linear average, so its lateral origin is again hidden.

\section{The film on silicon}

\textbf{Q.} My sample has two interfaces. Does their interference help?

\textbf{A.} Not at first order. If the interfaces do not cross, their slopes add:
\begin{equation}
r=\frac{4\pi r_e}{q^2}\sum_j\Delta n_j\,e^{iqz_j}e^{-q^2\sigma_j^2/2}.
\label{film}
\end{equation}
Correlation between the two height patterns does not enter, because $\bar n$ involves each height distribution separately. Notice that the total intensity does not acquire one common factor: each amplitude is attenuated before they interfere.

Consider a model film of thickness $t=40$~\AA{} and density 2.4 electrons/\AA$^3$ on silicon at 0.6992 electrons/\AA$^3$, with top width 3~\AA{} and buried width 5~\AA. At $q=0.3~\text{\AA}^{-1}$ the attenuated steps are
\begin{align}
a&=2.4\,e^{-0.405}=1.601,\\
-b&=(0.6992-2.4)(0.3247)=-0.552 .
\end{align}
The phase between them is $qt=12$, with $\cos12=0.844$. Hence
\begin{equation}
a^2+b^2-2ab\cos(qt)=2.562+0.305-1.492=1.375 .
\end{equation}
With $r_e=2.8179\times10^{-5}$~\AA, the squared prefactor is $(4\pi r_e/q^2)^2=1.548\times10^{-5}$ in matching units, and $R=2.13\times10^{-5}$. All three readings of the buried width give this number.

\section{Where the difference went}

\textbf{Q.} If the specular intensities agree, where do the samples differ?

\textbf{A.} In the other directions. Hold the normal transfer at $q$ and return to one interface. Relative to a sharp flat interface, a column at $\mathbf R$ contributes
\begin{equation}
f(\mathbf R)=e^{-q^2g^2/2}e^{iqh(\mathbf R)} .
\end{equation}
Its lateral Fourier components are the amplitudes for different lateral transfers $\mathbf Q$. By Parseval's theorem their summed power is the area average of $|f|^2$, which is $e^{-q^2g^2}$. The specular part is $|\langle f\rangle|^2=e^{-q^2(g^2+s^2)}$. Subtracting,
\begin{equation}
D=e^{-q^2g^2}\left(1-e^{-q^2s^2}\right).
\label{diffuse}
\end{equation}
This is a sum at fixed $q$, not an angle-integrated cross section. At $q=0.3~\text{\AA}^{-1}$:

\begin{center}
\begin{tabular}{cccc}
$s$ (\AA) & $g$ (\AA) & specular & diffuse $D$\\
5 & 0 & 0.1054 & 0.8946\\
4 & 3 & 0.1054 & 0.3395\\
0 & 5 & 0.1054 & 0
\end{tabular}
\end{center}

For the middle row, $D=e^{-0.81}(1-e^{-1.44})=0.445\times0.763$. In this fixed-$q$ sum, roughness moves the missing specular power to other lateral transfers. A lossless, laterally uniform grade reflects less, and flux conservation puts the difference in the transmitted beam.

\textbf{Q.} My detector has a finite opening. Some diffuse light must be counted as specular.

\textbf{A.} Then the measured quantity is no longer purely specular, and the equality can fail. For Gaussian heights with correlation $C(X)=s^2e^{-X^2/\xi^2}$, the difference $h(X)-h(0)$ has variance $2(s^2-C)$, so
\begin{equation}
\left\langle e^{iq[h(X)-h(0)]}\right\rangle=e^{-q^2s^2}e^{q^2C(X)} .
\end{equation}
Subtract the specular constant $e^{-q^2s^2}$ and divide by it. Let the slit be open across the plane of incidence, so that summing over that transfer sets the lateral separation in that direction to zero. Within the plane it accepts $|Q|<w$. The accepted diffuse-to-specular ratio is
\begin{align}
\rho&=\int_{-w}^{w}\frac{dQ}{2\pi}\int dX\left(e^{q^2C(X)}-1\right)e^{-iQX}\nonumber\\
&=\sum_{m\ge1}\frac{(q^2s^2)^m}{m!}\int_{-w}^{w}\frac{dQ}{2\pi}\,
\xi\sqrt{\frac{\pi}{m}}\,e^{-Q^2\xi^2/4m}\nonumber\\
&=\sum_{m\ge1}\frac{(q^2s^2)^m}{m!}\,
\operatorname{erf}\!\left(\frac{w\xi}{2\sqrt m}\right).
\label{accept}
\end{align}
The second line expands the exponential and transforms each Gaussian; the third substitutes $v=Q\xi/(2\sqrt m)$. A common local grade cancels from the ratio.

The random lines above test this too. Their 41 central lateral modes, a window $w=20.5\times2\pi/(20\,480~\text{\AA})$, carried 0.3242 of the sharp-interface power. The formula $e^{-q^2s^2}(1+\rho)$ gives 0.3249.

For a detector at fixed incidence, an angular offset $\delta$ changes the lateral transfer by $k_0[\cos(\theta+\delta)-\cos\theta]\simeq-q\delta/2$. A half-angle of 0.5~mrad at $q=0.3~\text{\AA}^{-1}$ gives $w=0.15\times0.0005=7.5\times10^{-5}~\text{\AA}^{-1}$. I neglect the small change of normal transfer across the opening. For one all-rough 5~\AA{} interface:

\begin{center}
\begin{tabular}{ccc}
$\xi$ (\AA) & $\rho$ & apparent width (\AA)\\
100 & 0.025 & 4.97\\
1000 & 0.25 & 4.74\\
10\,000 & 2.46 & 3.35
\end{tabular}
\end{center}

The apparent width is what (\ref{factor}) would return at this $q$ if all collected light were called specular. In the last row the detector collects more diffuse than specular light. Subtract the diffuse background beneath the peak before using (\ref{factor}). When $\xi$ is long, the diffuse peak is narrow and a background measured far from it will miss much of it.

\textbf{Q.} What if the height patches exceed the coherent area?

\textbf{A.} The average leading to (\ref{rough}) then fails. In the limit of one constant height per coherent area, intensities add, and each sharp interface has $|e^{iqh}|^2=1$. A single rough interface then shows no attenuation, while a graded one still does.

\section{Beyond the Born approximation}

\textbf{Q.} Could multiple scattering break the tie even in a clean specular signal?

\textbf{A.} Yes, if the roughness is laterally long enough. In the same scalar model, let $n_{\mathbf Q}(z)$ be the lateral Fourier component of the density. Scattering twice and returning to $\mathbf K$ gives
\begin{equation}
r^{(2)}=\frac{(4\pi r_e)^2}{iq}\sum_{\mathbf Q}\iint
e^{ikz}n_{-\mathbf Q}(z)G_{\mathbf Q}(z,z')n_{\mathbf Q}(z')e^{ikz'}dz\,dz',
\end{equation}
where $G_{\mathbf Q}=e^{i\kappa|z-z'|}/(2i\kappa)$ and $\kappa^2=k_0^2-|\mathbf K+\mathbf Q|^2$. The $\mathbf Q=0$ term contains $\bar n$ and is common. The others are paths through diffuse waves, which a laterally uniform grade lacks. Their size depends on $\xi$. When $\xi\ll k_0/k^2$, the typical transfer $1/\xi$ makes $|\kappa|\gg k$, so $G_{\mathbf Q}\propto1/\kappa$ is small, these terms fade, and the rough amplitude approaches the graded one. The estimate below is for the opposite, long-$\xi$ limit.

To size the effect, I solved the layered wave equation with all multiple reflections for the graded film. For the rough film I averaged its exact sharp-stack amplitudes over independent Gaussian heights of the two interfaces. That treats each patch as locally flat. A lateral transfer $1/\xi$ changes $k$ by about $k_0/(k\xi)$, which must be small against $k$, so $\xi\gg k_0/k^2=4k_0/q^2$. At 8000~eV this length is 1622~\AA{} at $q=0.1~\text{\AA}^{-1}$ and 180~\AA{} at 0.3. That is the condition for a single interface. In a film, diffuse paths that cross the layer also keep their phase only if $k_0t/(k\xi)\ll1$, or $\xi\gg2k_0t/q$: about 3200~\AA{} and 1100~\AA{} at the same two $q$ values, before refraction in the film lengthens them somewhat. Such paths enter at second order when the two height patterns are correlated, and only at higher order when they are independent, so for independent heights this is a safe rather than a necessary condition. At correlation lengths well above these, the detector opening considered earlier also accepts much of the diffuse light. The rough values below are for the specular part alone, with that light removed.

\begin{center}
\begin{tabular}{cccc}
$q$ (\AA$^{-1}$) & $R$ Born & $R$ graded & $R$ rough\\
0.1 & $1.507\times10^{-2}$ & $2.851\times10^{-2}$ & $2.852\times10^{-2}$\\
0.2 & $4.46\times10^{-4}$ & $3.71\times10^{-4}$ & $3.71\times10^{-4}$\\
0.3 & $2.13\times10^{-5}$ & $2.66\times10^{-5}$ & $2.57\times10^{-5}$
\end{tabular}
\end{center}

With all densities multiplied by $10^{-4}$, both calculations reproduce (\ref{film}) within $7\times10^{-5}$ of its amplitude, at 45 values of $q$ from 0.08 to 0.30~\AA$^{-1}$. At full density the Born intensity is off by $-47\%$, $+20\%$ and $-20\%$ of the graded value in the three rows.

\textbf{Q.} The error is large even at $q=0.3~\text{\AA}^{-1}$, well above the critical value.

\textbf{A.} The fringe phase is sensitive. The film's critical transfer is $q_c=\sqrt{16\pi r_e n}=0.0583~\text{\AA}^{-1}$, and inside the film $q'=\sqrt{q^2-q_c^2}$. At $q=0.3~\text{\AA}^{-1}$ the phase $q't$ is 11.77 instead of 12. Changing just that phase in our sum raises $R$ from $2.13$ to $2.52\times10^{-5}$, about three quarters of the way to the graded result. At $q=0.1~\text{\AA}^{-1}$, only 1.7 times $q_c$, the same change supplies only about a fifth of the rise. Most of it comes from the step amplitudes: the Born factor $1/q^2$ becomes $1/(k_1+k_2)^2$, where $k_1$ and $k_2$ are the reduced normal wavevectors on the two sides of a step.

The rough value is 3.3\% below the graded one at $q=0.3~\text{\AA}^{-1}$. The largest relative gap on the 45-point grid is 7.8\%, at 0.165. The condition $q't=2\pi$, where the two interface amplitudes oppose each other, gives $q\simeq0.168~\text{\AA}^{-1}$. For these independent heights the gap is thus largest beside a fringe minimum, where the reflectivity that divides the difference is small. Beyond first order, correlation between the two height patterns does matter: it can change both the size of the gap and where it is largest. The near-equality at $q=0.1~\text{\AA}^{-1}$ is likewise particular to independent heights; strong correlation opens a gap of nearly 2\% there. This is a difference between known models with the same widths held fixed. It does not show that a fit with free thickness, density and widths could identify the cause.

\section{Reading a real gate stack}

\textbf{Q.} How close is this model to a high-k gate stack?

\textbf{A.} In thickness and electron density, the model film is comparable to a dense high-k oxide layer on silicon. The density used here is a plain electron count. In hafnium oxide at 8000~eV, the innermost hafnium electrons are bound by more than the photon energy and do not respond as if free, so the effective density is several percent lower. A quantitative fit should use tabulated scattering factors. The 0.5~nm buried width is on the wide side for a smooth device interface and makes the attenuation easy to see. A real stack often has a thin silica-like layer above the silicon. Taking its density as roughly 0.66 electrons/\AA$^3$, the added step to silicon is about 0.04. Even if sharp, it is about 7\% of the attenuated buried contribution, $b=0.552$, at $q=0.3~\text{\AA}^{-1}$. A mixed silicate layer could have a larger effect.

Absorption also matters. With an assumed imaginary-to-real density ratio of 0.1 in the film, the graded reflectivity changes by $-5.1\%$, $-4.0\%$ and $+5.2\%$ at the three $q$ values. Two effects contribute. Absorption weakens the buried wave, and it makes the two density steps complex, $2.4(1-0.1i)$ and $0.6992-2.4(1-0.1i)$, which shifts their relative phase by about $-0.04$ rad. The weakening dominates at $q=0.1~\text{\AA}^{-1}$. At 0.3 it alone would raise $R$ by only about 1\%, while the phase shift adds about 3\%; small changes in the step magnitudes supply most of the rest. In the Born formula, absorption leaves the tie intact if both parts of the density follow the same composition profile. For the other polarization the first-order intensity is lower by $\sin^2 2\theta=0.55\%$ at this $q$, for rough and graded interfaces alike.

\textbf{Q.} So what should I report, and what should I measure next?

\textbf{A.} Report 5~\AA{} as the total width of the laterally averaged profile, not as roughness. Then scan off the specular direction at nearly fixed $q$. Diffuse scattering assigned to the buried interface gives evidence for $s$, and $g^2=\sigma^2-s^2$ follows within this Gaussian model. The top surface scatters too, so its share must be modelled. Failing to see diffuse light does not prove grading: for short $\xi$ it spreads over lateral transfers of order $1/\xi$ and may sink below the background. The numerical output lists the main values used here.

\section*{Calculated quantities}
\begin{verbatim}
photon energy: 8000 eV; wavenumber: 4.0542 1/angstrom
classical electron radius: 2.8179e-05 angstrom
silicon density: 0.6992 electrons/angstrom^3
film density: 2.4 electrons/angstrom^3
film thickness: 40 angstrom
top width: 3.0 angstrom
buried width: 5.0 angstrom = 0.50 nm
film critical q: 0.0583 1/angstrom
buried interface: q (1/angstrom), angle (deg), amplitude, intensity factor
  0.1  0.707  0.8825  0.7788
  0.2  1.413  0.6065  0.3679
  0.3  2.120  0.3247  0.1054
same width at q = 0.3 1/angstrom: s, g (angstrom), specular, diffuse power
  5  0  0.1054  0.8946
  4  3  0.1054  0.3395
  0  5  0.1054  0.0000
simulated rough amplitude factor, q = 0.3: 0.3244
largest simulated profile deviation: 0.0007 of the step
window test, simulation: 0.3242
window test, formula: 0.3249
linear grade width, same variance: 17.32 angstrom
linear grade amplitude factor, q = 0.3: 0.1990
weak-density error, graded stack: 6.2e-05
weak-density error, rough stack: 6.3e-05
film reflectivity: q (1/angstrom), Born, exact graded, locally flat rough
  0.1  1.507e-02  2.851e-02  2.852e-02
  0.2  4.455e-04  3.710e-04  3.706e-04
  0.3  2.129e-05  2.661e-05  2.573e-05
relative sizes: q (1/angstrom), Born error, rough-graded gap, absorption (%)
  0.1  -47.1  0.01  -5.06
  0.2  20.1  -0.10  -3.95
  0.3  -20.0  -3.33  5.21
largest rough-graded gap, q 0.08 to 0.30: 7.80 %
  found at q = 0.165 1/angstrom
assumed film absorption ratio: 0.1
locally flat needs xi well above 1622 angstrom at q = 0.1
locally flat needs xi well above 180 angstrom at q = 0.3
p-polarization intensity loss, q = 0.3: 0.55 %
detector half-angle: 0.5 mrad
lateral half-window, q = 0.3: 7.50e-05 1/angstrom
all-rough 5 angstrom: xi (angstrom), diffuse/specular, apparent width (angstrom)
  100  0.0253  4.972
  1000  0.2533  4.743
  10000  2.4625  3.347
\end{verbatim}
